# Lateral heat flow in a metal transducer on a poor conductor: a program that tests the result

```python
# RESULT UNDER TEST: for a metal film (sheet conductance K = k_m*h) on a sample,
# the spot-size response R = -dH/d(ln w) of the probed temperature per watt H is
#   R = Phi/(2 pi K),  Phi = < K q^2/(K q^2 + Y) >,
# averaged over the density (q w^2/2) exp(-q^2 w^2/4). On a poor conductor
# Phi -> 1: the spot-size response then measures the metal, not the sample.
# w: rms of pump and probe 1/e^2 radii; q: lateral wavenumber; Y: admittance of
# all but lateral film conduction; G: interface conductance; L = K/k_sample.
# SI units inside; time factor exp(+i omega t).
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfi, expi, exp1
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

UM = 1e-6
H_FILM, KM, CM = 80e-9, 150.0, 2.43e6       # rough aluminium film
G0, CS = 1.0e8, 1.65e6                      # rough interface, sample heat capacity
SAMPLES = {"polymer": 0.20, "silica": 1.35, "silicon": 140.0}
KS = SAMPLES["silica"]
K = KM * H_FILM
L = K / KS
F_AC = 1.0e6
G_INF = 1e15                                # practically perfect contact

# composite Gauss-Legendre nodes for X = q*w
_edges = [0, 1e-4, 1e-3, 1e-2, 0.1, 0.5, 1, 2, 4, 7, 13]
_x, _g = np.polynomial.legendre.leggauss(24)
X = np.concatenate([(b-a)/2*_x + (a+b)/2 for a, b in zip(_edges, _edges[1:])])
WX = np.concatenate([(b-a)/2*_g for a, b in zip(_edges, _edges[1:])])
DENS = WX * X/2 * np.exp(-X**2/4)           # normalized density of X


def sample_admittance(q, omega, kz, kr, G):
    root = np.sqrt(kz*(kr*q**2 + 1j*omega*CS))
    return 1/(1/G + 1/root)


def response(w, freq=0.0, k=KS, kr=None, film_kr=KM, G=G0, air=0.0):
    """Probed temperature per watt, film of finite thickness."""
    kr = k if kr is None else kr
    omega, q = 2*np.pi*freq, X/w
    y = sample_admittance(q, omega, k, kr, G)
    lam = np.sqrt((film_kr*q**2 + 1j*omega*CM)/KM)
    c, t = KM*lam, np.tanh(lam*H_FILM)
    y_top = c*(y + c*t)/(c + y*t) + air*q
    return np.sum(WX/w * q*np.exp(-X**2/4)/y_top)/(2*np.pi)


def slope(w, **kw):
    e = 1e-3
    return -(response(w*np.exp(e), **kw) - response(w*np.exp(-e), **kw))/(2*e)


def film_share(w, freq=0.0, k=KS, G=G0):
    omega, q = 2*np.pi*freq, X/w
    y = sample_admittance(q, omega, k, k, G) + 1j*omega*CM*H_FILM
    return np.sum(DENS*K*q**2/(K*q**2 + y))


def slope_sensitivities(w, k, G):
    """Minus d ln R / d ln(K, k, G) in steady state, from the averages."""
    q = X/w
    y = 1/(1/G + 1/(k*q))
    f, u = K*q**2/(K*q**2 + y), G/(G + k*q)
    m = np.sum(DENS*f)
    return np.array([np.sum(DENS*f*f), np.sum(DENS*f*(1-f)*u),
                     np.sum(DENS*f*(1-f)*(1-u))])/m


def numeric_sensitivities(w, k, G):
    base, out = dict(film_kr=KM, k=k, G=G), []
    for name in ("film_kr", "k", "G"):
        up, dn = dict(base), dict(base)
        up[name] *= 1.01
        dn[name] *= 0.99
        out.append(-np.log(slope(w, **up).real/slope(w, **dn).real)
                   / np.log(1.01/0.99))
    return np.array(out)


def volume_solver(w0, w1, freq, film_kr, sub_kr, dz0, growth, depth, rmax):
    """Real-space finite-volume solution in (r, z) on silica."""
    omega = 2*np.pi*freq
    re = list(np.arange(0, 76)*w0/25)
    step = w0/25
    while re[-1] < rmax:
        step *= growth
        re.append(re[-1] + step)
    re = np.array(re)
    dz, step, z = [H_FILM/3]*3, dz0, 0.0
    while z < depth:
        dz.append(step)
        z += step
        step *= growth
    dz = np.array(dz)
    nz, nr = len(dz), len(re)-1
    film = np.arange(nz) < 3
    kz, kr = np.where(film, KM, KS), np.where(film, film_kr, sub_kr)
    cap = np.where(film, CM, CS)
    rc, area = (re[1:]+re[:-1])/2, np.pi*np.diff(re**2)
    g_r = (kr*dz)[:, None]*2*np.pi*re[1:-1]/np.diff(rc)
    res = dz[:-1]/(2*kz[:-1]) + dz[1:]/(2*kz[1:])
    res[2] += 1/G0
    g_z = area/res[:, None]
    diag = 1j*omega*(cap*dz)[:, None]*area
    diag[:, :-1] += g_r
    diag[:, 1:] += g_r
    diag[:-1] += g_z
    diag[1:] += g_z
    diag[:, -1] += kr*dz*2*np.pi*re[-1]/(re[-1]-rc[-1])   # cold far walls
    diag[-1] += kz[-1]*area/(dz[-1]/2)
    n = np.arange(nz*nr).reshape(nz, nr)
    a, b = n[:, :-1].ravel(), n[:, 1:].ravel()
    c, d = n[:-1].ravel(), n[1:].ravel()
    rows = np.concatenate([n.ravel(), a, b, c, d])
    cols = np.concatenate([n.ravel(), b, a, d, c])
    vals = np.concatenate([diag.ravel(), -g_r.ravel(), -g_r.ravel(),
                           -g_z.ravel(), -g_z.ravel()])
    mat = coo_matrix((vals, (rows, cols)), shape=(nz*nr, nz*nr)).tocsc()
    pump = -np.diff(np.exp(-2*re**2/w0**2))
    probe = -np.diff(np.exp(-2*re**2/w1**2))
    rhs = np.zeros(nz*nr, complex)
    rhs[:nr] = pump
    return np.sum(probe*spsolve(mat, rhs)[:nr])


# --- transform solution and rms spot rule against real space ---
w_rms = np.sqrt((4.0**2 + 2.5**2)/2)*UM
fv_dc = volume_solver(4*UM, 2.5*UM, 0, KM, KS, 0.1*UM, 1.1, 2e4*UM, 2e4*UM)
fv_ac = volume_solver(4*UM, 2.5*UM, F_AC, KM, KS, 0.02*UM, 1.08, 5*UM, 60*UM)
err_dc = abs(fv_dc/response(w_rms) - 1)
err_ac = abs(fv_ac/response(w_rms, F_AC) - 1)
assert err_dc < 0.01 and err_ac < 0.01      # grid error

# --- identity for the spot-size response (thin film, so w >> h) ---
for w, fr, k in [(5, 0, 1.35), (5, 0, 0.2), (2, 1e4, 1.35), (5, 1e6, 1.35)]:
    r = slope(w*UM, freq=fr, k=k)
    assert abs(r*2*np.pi*K/film_share(w*UM, fr, k) - 1) < 0.01

# --- steady-state closed form and both limits ---
def closed_dc(w, k):
    a = (w*k/(2*K))**2
    return np.exp(-a)*(np.pi*erfi(np.sqrt(a)) - expi(a))/(4*np.pi*K)

def k_apparent(w, **kw):
    return 1/(2*np.sqrt(np.pi)*w*response(w, **kw).real)

for w in (3*UM, 10*UM):
    assert abs(response(w, G=G_INF)/closed_dc(w, KS) - 1) < 3e-3
phi_small = slope(5*UM, k=0.01*K/(5*UM), G=G_INF).real*2*np.pi*K
assert abs(phi_small - (1 - np.sqrt(np.pi)*0.01/2)) < 1e-3
w_big = 100*L
excess = k_apparent(w_big, G=G_INF) - KS
assert abs(excess/(2*K/(np.sqrt(np.pi)*w_big)) - 1) < 0.02

# --- who controls the response: threshold and sensitivities ---
def half(x):
    f = X/(x + X)
    return np.sum(DENS*f*f)/np.sum(DENS*f) - 0.5

x_half = brentq(half, 0.1, 10)
s_num = numeric_sensitivities(x_half*L, KS, G_INF)
assert abs(s_num[0] - 0.5) < 0.01 and abs(s_num[1] - 0.5) < 0.01
sens = {}
for name, k in SAMPLES.items():
    sens[name] = slope_sensitivities(5*UM, k, G0)
    # tolerance covers the small temperature drop through the film
    assert np.max(abs(sens[name] - numeric_sensitivities(5*UM, k, G0))) < 0.03
assert sens["silica"][0] > 0.5 > sens["silicon"][0]

# --- steady-state error transfer from K to the fitted k ---
transfer = {}
for name in ("polymer", "silica"):
    k = SAMPLES[name]
    target = response(5*UM, k=k, G=G_INF).real
    s = slope(5*UM, k=k, G=G_INF).real/target
    refit = brentq(lambda kk: response(5*UM, k=kk, G=G_INF,
                   film_kr=1.01*KM).real - target, 0.5*k, 2*k)
    transfer[name] = -(1-s)/s
    assert abs((refit/k - 1)/0.01/transfer[name] - 1) < 0.05

# --- modulated heating: lateral terms of film and sample ---
def lateral_terms(k, freq):
    om = 2*np.pi*freq
    r0 = np.sqrt(1j*om*CS*k)
    y0 = 1j*om*CM*H_FILM + 1/(1/G0 + 1/r0)
    return y0, (G0/(G0 + r0))**2*k*k/(2*r0)

y0, kap_s = lateral_terms(KS, F_AC)
kap = K + kap_s
z3 = (3*UM)**2*y0/(4*kap)
h_closed = np.exp(z3)*exp1(z3)/(4*np.pi*kap)
assert abs(h_closed/response(3*UM, F_AC) - 1) < 0.01
# wide-spot phase, measured against the same film without any lateral flow
w = 40*UM
dphi = np.angle(response(w, F_AC)/response(w, F_AC, kr=0.0, film_kr=0.0))
assert abs(dphi/(-np.imag(4*kap/(w**2*y0))) - 1) < 0.05

# causal test in real space: switch off one lateral path at a time
ac_grid = (0.02*UM, 1.08, 5*UM, 60*UM)
def spread_phase(film_kr, sub_kr):
    h = volume_solver(3*UM, 3*UM, F_AC, film_kr, sub_kr, *ac_grid)
    return np.degrees(np.angle(h*y0))
ph_all = spread_phase(KM, KS)
ph_nofilm = spread_phase(0.0, KS)
ph_nosub = spread_phase(KM, 0.0)
assert ph_nofilm < 0.15*ph_all and ph_nosub > 0.85*ph_all

# false in-plane conductivity when film spreading is omitted
kr_formula = KS*np.imag(kap/y0)/np.imag(kap_s/y0)
def phase(w, **kw):
    return np.angle(response(w, F_AC, **kw))
kr_wide = brentq(lambda kr: phase(60*UM, kr=kr, film_kr=0.0) - phase(60*UM),
                 1.0, 1000.0)
assert abs(kr_wide/kr_formula - 1) < 0.04
spots = np.array([5, 7, 10, 15])*UM
data = np.array([phase(w) for w in spots])
def misfit(lg):
    m = np.array([phase(w, kr=10**lg, film_kr=0.0) for w in spots])
    return np.sqrt(np.mean((m - data)**2))
best = minimize_scalar(misfit, bounds=(-1, 4), method="bounded")
kr_fit, rms_fit = 10**best.x, np.degrees(best.fun)
rms_true_kr = np.degrees(misfit(np.log10(KS)))
assert kr_fit > 10*KS and rms_fit < rms_true_kr
# one percent error of K in an otherwise complete model
kr_1pc = brentq(lambda kr: phase(20*UM, kr=kr, film_kr=1.01*KM)
                - phase(20*UM), 0.01, 5.0)
shift_formula = -0.01*KS*np.imag(K/y0)/np.imag(kap_s/y0)
assert abs((kr_1pc - KS)/shift_formula - 1) < 0.1

# --- slow modulation: the offset drops out of the spot-size response ---
dev_h = abs(response(5*UM, 100.0)/response(5*UM) - 1)
dev_r = abs(slope(5*UM, freq=100.0)/slope(5*UM) - 1)
assert dev_r < dev_h/5

# --- printed numbers ---
print(f"film: h = {H_FILM*1e9:.0f} nm, k_m = {KM:.0f} W/(m K), "
      f"C_m = {CM/1e6:.2f} MJ/(m3 K)")
print(f"G = {G0/1e6:.0f} MW/(m2 K), C_sample = {CS/1e6:.2f} MJ/(m3 K)")
print(f"sheet conductance K = {K*1e6:.2f} uW/K")
lorenz = np.pi**2/3*(sc.k/sc.e)**2
print(f"Wiedemann-Franz sheet resistance at 300 K = {lorenz*300/K:.3f} ohm")
print(f"real-space check: error dc {100*err_dc:.2f} %, 1 MHz {100*err_ac:.2f} %")
print(f"metal controls half of R at w/L = {x_half:.3f}")
for name, k in SAMPLES.items():
    s = sens[name]
    print(f"{name}: k = {k:.2f} W/(m K), L = {K/k/UM:.3f} um, "
          f"threshold w = {x_half*K/k/UM:.3f} um")
    print(f"  w = 5 um: Phi = {film_share(5*UM, k=k).real:.3f}; parts of R: "
          f"metal {s[0]:.3f}, sample {s[1]:.3f}, interface {s[2]:.3f}")
print("steady state on silica, 1 mW absorbed:")
for w in (2, 5, 10, 20):
    t = response(w*UM).real*1e-3
    t0 = 1e-3/(2*np.sqrt(np.pi)*KS*w*UM)
    print(f"  w = {w} um: rise {t:.2f} K (bare law {t0:.2f} K), Phi = "
          f"{film_share(w*UM).real:.3f}, k_app = {k_apparent(w*UM):.2f} W/(m K)")
dt = (response(2*UM, k=0.2) - response(5*UM, k=0.2)).real
print(f"polymer, 2 and 5 um: difference {dt*1e-3:.2f} K per mW, "
      f"ln(5/2)/(2 pi diff) = {np.log(2.5)/(2*np.pi*dt)*1e6:.2f} uW/K")
for name, v in transfer.items():
    print(f"1 % error of K at w = 5 um, {name}: fitted k changes {v:.2f} %")
print("modulation at 1 MHz on silica:")
delta = np.sqrt(KS/(2*np.pi*F_AC*CS))
print(f"  sqrt(k/(omega C)) = {delta/UM:.3f} um, "
      f"sqrt(K/|y0|) = {np.sqrt(K/abs(y0))/UM:.3f} um")
print(f"  |y0| = {abs(y0)/1e6:.2f} MW/(m2 K), arg y0 = "
      f"{np.degrees(np.angle(y0)):.1f} deg")
print(f"  sample lateral term |kappa_s| = {abs(kap_s)*1e6:.3f} uW/K, "
      f"K/|kappa_s| = {K/abs(kap_s):.1f}")
kap_si = lateral_terms(SAMPLES['silicon'], F_AC)[1]
print(f"  same ratio on silicon = {K/abs(kap_si):.3f}")
print(f"  phase advance by spreading, w = 3 um: all {ph_all:.2f} deg")
print(f"    film path off {ph_nofilm:.2f} deg, sample path off {ph_nosub:.2f} deg")
print(f"  film spreading omitted, wide-spot k_r,app = {kr_formula:.1f} W/(m K)")
print(f"  refit at w = 60 um: {kr_wide:.1f} W/(m K)")
print(f"  fit to 5, 7, 10, 15 um: k_r = {kr_fit:.1f} W/(m K), "
      f"rms misfit {rms_fit:.3f} deg")
print(f"  rms misfit with true k_r but no film spreading {rms_true_kr:.3f} deg")
print(f"  K 1 % too high, w = 20 um: fitted k_r = {kr_1pc:.3f} W/(m K)")
print("neglected effects (rough inputs):")
for name in ("silica", "polymer"):
    k = SAMPLES[name]
    d = response(5*UM, k=k, air=0.026)/response(5*UM, k=k) - 1
    print(f"  air, 0.026 W/(m K), w = 5 um, {name}: rise {100*d.real:.2f} %")
rad = 4*sc.Stefan_Boltzmann*300**3/(KS*np.sqrt(np.pi)/(5*UM))
print(f"  radiation / sample admittance at w = 5 um = {rad:.1e}")
print(f"  k change at 0.1 %/K for the 5 um rise = "
      f"{0.1*response(5*UM).real*1e-3:.2f} %")
print(f"  film drop h|y0|/k_m at 1 MHz = {100*H_FILM*abs(y0)/KM:.3f} %")
print(f"  electron-phonon length, g = 2e17 W/(m3 K): "
      f"{np.sqrt(KM/2e17)*1e9:.0f} nm")
print(f"  100 Hz instead of dc, w = 5 um: H off {100*dev_h:.2f} %, "
      f"R off {100*dev_r:.2f} %")
print("tests ok")
```

It prints:

```
film: h = 80 nm, k_m = 150 W/(m K), C_m = 2.43 MJ/(m3 K)
G = 100 MW/(m2 K), C_sample = 1.65 MJ/(m3 K)
sheet conductance K = 12.00 uW/K
Wiedemann-Franz sheet resistance at 300 K = 0.611 ohm
real-space check: error dc 0.03 %, 1 MHz 0.03 %
metal controls half of R at w/L = 1.830
polymer: k = 0.20 W/(m K), L = 60.000 um, threshold w = 109.778 um
  w = 5 um: Phi = 0.936; parts of R: metal 0.940, sample 0.060, interface 0.000
silica: k = 1.35 W/(m K), L = 8.889 um, threshold w = 16.263 um
  w = 5 um: Phi = 0.714; parts of R: metal 0.739, sample 0.260, interface 0.001
silicon: k = 140.00 W/(m K), L = 0.086 um, threshold w = 0.157 um
  w = 5 um: Phi = 0.046; parts of R: metal 0.066, sample 0.579, interface 0.355
steady state on silica, 1 mW absorbed:
  w = 2 um: rise 27.41 K (bare law 104.48 K), Phi = 0.854, k_app = 5.15 W/(m K)
  w = 5 um: rise 17.80 K (bare law 41.79 K), Phi = 0.714, k_app = 3.17 W/(m K)
  w = 10 um: rise 11.88 K (bare law 20.90 K), Phi = 0.570, k_app = 2.38 W/(m K)
  w = 20 um: rise 7.37 K (bare law 10.45 K), Phi = 0.411, k_app = 1.91 W/(m K)
polymer, 2 and 5 um: difference 11.64 K per mW, ln(5/2)/(2 pi diff) = 12.53 uW/K
1 % error of K at w = 5 um, polymer: fitted k changes -2.16 %
1 % error of K at w = 5 um, silica: fitted k changes -0.88 %
modulation at 1 MHz on silica:
  sqrt(k/(omega C)) = 0.361 um, sqrt(K/|y0|) = 1.620 um
  |y0| = 4.57 MW/(m2 K), arg y0 = 54.7 deg
  sample lateral term |kappa_s| = 0.231 uW/K, K/|kappa_s| = 51.9
  same ratio on silicon = 0.079
  phase advance by spreading, w = 3 um: all 19.26 deg
    film path off 1.35 deg, sample path off 18.89 deg
  film spreading omitted, wide-spot k_r,app = 60.0 W/(m K)
  refit at w = 60 um: 59.7 W/(m K)
  fit to 5, 7, 10, 15 um: k_r = 46.0 W/(m K), rms misfit 0.340 deg
  rms misfit with true k_r but no film spreading 6.987 deg
  K 1 % too high, w = 20 um: fitted k_r = 0.795 W/(m K)
neglected effects (rough inputs):
  air, 0.026 W/(m K), w = 5 um, silica: rise -1.01 %
  air, 0.026 W/(m K), w = 5 um, polymer: rise -3.86 %
  radiation / sample admittance at w = 5 um = 1.3e-05
  k change at 0.1 %/K for the 5 um rise = 1.78 %
  film drop h|y0|/k_m at 1 MHz = 0.244 %
  electron-phonon length, g = 2e17 W/(m3 K): 27 nm
  100 Hz instead of dc, w = 5 um: H off 12.75 %, R off 0.38 %
tests ok
```
